# Can Carbon Tunnel? Mass, Barrier Width and Bond Shifting in Cyclobutadiene

**Q:** I take tunnelling to be a hydrogen effect. The tunnelling probability falls exponentially with mass, and carbon is twelve times heavier. Surely every carbon atom has to go over the barrier?

**A:** Mass is in the exponent, but it is not alone there. Let us find what accompanies it. Take a particle of mass $m$ and energy $E$ meeting a one-dimensional barrier $V(x)$. Cut the forbidden region, where $V>E$, into thin slices with nearly constant $V$. In one slice the Schrödinger equation reads

$$\frac{d^2\psi}{dx^2}=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m(V-E)}}{\hbar}.$$

The decaying solution is multiplied by $e^{-\kappa\,dx}$ on crossing the slice. Multiplying the factors of all slices adds their exponents, so the amplitude shrinks by $e^{-\theta}$ and the probability by $e^{-2\theta}$, with

$$\theta=\frac1\hbar\int\sqrt{2m(V-E)}\,dx$$

taken between the turning points, where $V=E$. The product $\hbar\theta$ is the action under the barrier. This argument ignores reflections between slices, so it gives the exponent but not the factor in front of it.

**Q:** There is the mass, under a square root. Where is the width?

**A:** In the range of integration. Write $V(x)=V_0f(x/a)$, where $V_0$ is the height, $a$ a length and $f$ the shape. Put $x=au$, so that $dx=a\,du$, and let $\varepsilon=E/V_0$. Taking $V_0$ out of the root gives

$$\theta=\frac{a\sqrt{2mV_0}}{\hbar}\int\sqrt{f(u)-\varepsilon}\;du .$$

For a fixed shape and a fixed ratio $\varepsilon$ the integral is a pure number. The exponent then scales as width times the square root of mass times height. Twelve times the mass is compensated by a barrier $\sqrt{12}\approx3.5$ times narrower.

**Q:** That compensates the exponent. Could the neglected factor spoil it?

**A:** No. Put the same substitution into the full equation and divide by $V_0$. Since $d^2/dx^2=a^{-2}d^2/du^2$,

$$-\frac{\hbar^2}{2ma^2V_0}\frac{d^2\psi}{du^2}+f(u)\psi=\varepsilon\psi .$$

Mass, width and height enter through the single combination $ma^2V_0$. The transmission probability is a ratio of squared amplitudes, with the same speed on both sides of the barrier, so it depends on $ma^2V_0$ and $\varepsilon$ alone. In this one-dimensional problem the compensation is exact. A rate also contains how often the particle arrives. That changes with mass if only the barrier is narrowed. If the well is scaled along with the barrier, the same equation shows that all energy levels, and hence all frequencies, stay the same.

**Q:** Show me with numbers.

**A:** Take $f=1/\cosh^2u$, whose integral can be done. Call it $g(\varepsilon)$ and differentiate with respect to $\varepsilon$. The moving end points contribute nothing, because the integrand vanishes there:

$$g'(\varepsilon)=-\frac12\int\frac{du}{\sqrt{1/\cosh^2u-\varepsilon}}
=-\frac12\int\frac{\cosh u\,du}{\sqrt{1-\varepsilon\cosh^2u}} .$$

With $w=\sinh u$ we have $dw=\cosh u\,du$ and $\cosh^2u=1+w^2$, so

$$g'(\varepsilon)=-\frac12\int\frac{dw}{\sqrt{1-\varepsilon-\varepsilon w^2}}=-\frac{\pi}{2\sqrt\varepsilon}.$$

The last integral is an arcsine divided by $\sqrt\varepsilon$, and between the turning points the arcsine runs from $-\pi/2$ to $\pi/2$. At $\varepsilon=1$ the forbidden region has shrunk to a point, so $g(1)=0$. Integrating from there gives $g=\pi(1-\sqrt\varepsilon)$, hence

$$\theta=\frac{\pi a\sqrt{2mV_0}}{\hbar}\left(1-\sqrt{\varepsilon}\right).$$

Choose $V_0=3000\ \mathrm{cm^{-1}}$, $E=750\ \mathrm{cm^{-1}}$ and $a=0.25$ Å. The turning points are 0.66 Å apart.

- For 1 u, $\theta=5.24$ and $e^{-2\theta}=2.8\times10^{-5}$. Direct integration of the Schrödinger equation gives a transmission of $3.6\times10^{-5}$.
- For 12 u at the same width, $\theta=\sqrt{12}\times5.24=18.15$, and the transmission drops to $1.8\times10^{-16}$.
- For 12 u with $a/\sqrt{12}=0.072$ Å, the transmission is $3.6\times10^{-5}$ again.

The second line is the true part of your belief: over the same path, the heavier particle is hopelessly worse. The third shows what the belief leaves out. The turning points there are 0.19 Å apart.

**Q:** A carbon atom that moves by a fifth of an ångström has hardly reacted. Does any real reaction have such a short path?

**A:** Bond shifting in cyclobutadiene, $\mathrm{C_4H_4}$. The ring is a rectangle with two short and two long sides. In the shift the short sides become long and the long ones short, through a square. Each atom moves only a little.

**Q:** But four carbons have to move together. Doesn't that make the mass 48 rather than 12?

**A:** All moving atoms count, and the kinetic energy tells us how. Let the sides be $s+d$ and $s-d$. I keep the mean side $s$ fixed and let each CH unit, of mass $M$, move rigidly. The carbons sit at $\left(\pm\tfrac{s+d}{2},\pm\tfrac{s-d}{2}\right)$, so both velocity components of each unit have magnitude $\dot d/2$, and its squared speed is $\dot d^2/4+\dot d^2/4=\dot d^2/2$. For four units

$$T=4\cdot\frac12M\cdot\frac{\dot d^2}{2}=\frac12(2M)\dot d^2 .$$

The coordinate $d$ therefore carries the mass $2M=26.0$ u. The reaction takes $d$ from $d_0$ to $-d_0$, where $\pm d_0$ are the two minima.

Mass and length depend on the choice of coordinate, but the combination in the exponent does not. Each unit is displaced by $d_0$ in both directions, hence by $\sqrt2\,d_0$. Summing mass times squared displacement gives $4M\cdot2d_0^2=2M(2d_0)^2$, the same as mass times squared path length in $d$.

**Q:** What are $d_0$ and the barrier?

**A:** I computed them for the singlet state at the CASSCF(4,4)/6-31G level. This distributes the four π electrons over the four π orbitals in all ways that give a singlet, and optimizes the orbitals as well. The C–H distance was held at 1.08 Å, pointing outward at a fixed 45° to the sides so that each CH unit moves rigidly, and $s$ was optimized at $d=0.10$ Å. The results are $s=1.462$ Å and $d_0=0.094$ Å (read from a fitted curve, so the last digit is uncertain by about one unit), so the sides are 1.56 and 1.37 Å. Each CH unit moves by $\sqrt2\times0.094=0.13$ Å. The barrier is about $1750\ \mathrm{cm^{-1}}$, or 21 kJ/mol. These numbers belong to this small basis and are not converged. On the same path, adding polarization functions (6-31G*) raises the barrier to about $2300\ \mathrm{cm^{-1}}$ and $d_0$ by about 0.005 Å, and it favours an $s$ shorter by about 0.01 Å. Adding dynamical correlation as well (NEVPT2) gives a barrier near $3000\ \mathrm{cm^{-1}}$ and a $d_0$ about 0.01 Å larger than in 6-31G. I go on with the 6-31G curve as a worked model and return to these shifts below.

Now compare with one hydrogen atom under a barrier of the same shape and height. Its path length $L$ must satisfy $m_{\mathrm H}L^2=2M(2d_0)^2$, so

$$L=2d_0\sqrt{\frac{2M}{m_{\mathrm H}}}=0.187\ \text{Å}\times\sqrt{\frac{26.02}{1.008}}=0.95\ \text{Å}.$$

As far as tunnelling is concerned, four CH units shifting by 0.13 Å are equivalent to one hydrogen atom moving between wells 0.95 Å apart.

**Q:** How fast is it, then?

**A:** In a symmetric double well the lowest two states are an even one, $\phi_0$, and an odd one, $\phi_1$, with energies differing by $\Delta$. With suitable signs, $(\phi_0+\phi_1)/\sqrt2$ sits in the left well and $(\phi_0-\phi_1)/\sqrt2$ in the right. Start on the left. After time $t$ each component has its own phase, and the probability of finding the right-hand state is

$$P=\left|\tfrac12\left(e^{-iE_0t/\hbar}-e^{-iE_1t/\hbar}\right)\right|^2
=\tfrac12\left(1-\cos\frac{\Delta t}{\hbar}\right)=\sin^2\frac{\Delta t}{2\hbar}.$$

It first reaches 1 when $\Delta t/2\hbar=\pi/2$, that is at $t=\pi\hbar/\Delta=h/(2\Delta)$.

Solving the Schrödinger equation for $d$ in the computed potential gives levels at 537.5 and $546.8\ \mathrm{cm^{-1}}$ above the minima, far below the barrier top (the decimals serve only to form the difference; the levels themselves are less accurate than that). Their difference is $\Delta=9.3\ \mathrm{cm^{-1}}$. Since $\Delta=hc\tilde\nu$ for a wavenumber $\tilde\nu$,

$$t=\frac{1}{2c\tilde\nu}=\frac{1}{2\,(3.00\times10^{10}\ \mathrm{cm\,s^{-1}})(9.3\ \mathrm{cm^{-1}})}\approx1.8\ \mathrm{ps}.$$

**Q:** Would thermal motion over the top not be just as fast?

**A:** Not in the cold. Consider passage above the barrier, with transmission taken as 1 there and 0 below. States in phase space have density $dx\,dp/h$, so the flow towards the barrier is $v\,dp/h=dE/h$ per energy interval, weighted by $e^{-E/k_BT}/Q$. Here $Q$ is the partition function of one well. If only the lowest pair of levels is populated, $Q\approx e^{-\bar E/k_BT}$, with $\bar E=542\ \mathrm{cm^{-1}}$ their mean. Then

$$k=\frac{1}{hQ}\int_{V_0}^{\infty}e^{-E/k_BT}\,dE=\frac{k_BT}{h}\,e^{-(V_0-\bar E)/k_BT}.$$

At 100 K, $k_BT=69.5\ \mathrm{cm^{-1}}$ and the exponent is $-(1748-542)/69.5\approx-17.4$. The result is $k\approx6\times10^4\ \mathrm{s^{-1}}$, a mean wait of about 16 µs against a tunnelling time of about 2 ps.

These are different kinds of time. The first is the mean wait for a random event. The second belongs to a coherent oscillation of an isolated molecule, and $1/t$ is not a rate constant. Surroundings that disturb the phases, or make one well deeper, change the tunnelling dynamics, and this model does not describe that.

**Q:** If carbon really tunnels, heavier carbon should be slower. Is it?

**A:** Yes, in this model. With every carbon given the mass 13 u, $\Delta$ falls from 9.3 to $7.3\ \mathrm{cm^{-1}}$, a factor of 0.78. Most of this comes from the exponent. The splitting arises from the coupling of a left-hand and a right-hand state. Under the barrier one tail has decayed from the left and the other from the right, so their product carries $e^{-\theta}$, not $e^{-2\theta}$. At the mean ground level $\theta$ rises from 3.73 to 3.95, and $e^{-(3.945-3.733)}=0.81$. The rest lies in the prefactor.

The rise in $\theta$ has two causes. At fixed energy, the square root of the mass ratio would give $3.73\times\sqrt{28.0/26.0}=3.87$. The remainder appears because the heavier system has a lower ground level and so faces more barrier.

**Q:** And deuterium? The hydrogens are not the atoms changing partners.

**A:** They ride along. Replacing every H by D also adds about 1 u to each CH unit, and the factor is again 0.78. So a deuterium effect does not by itself show that hydrogen is being transferred. The near equality rests on the rigid CH units. At the minimum the C–H direction prefers to turn by only about 0.2°, but this shortens the hydrogen path from 0.13 to 0.12 Å and raises the deuterium factor to about 0.81, while the carbon factor stays at 0.78. In the real molecule the hydrogens can move relative to the carbons, and the zero-point energies of the other vibrations change as well.

**Q:** How far can I trust the $9\ \mathrm{cm^{-1}}$?

**A:** Only to about a factor of ten. The calculation omits polarization functions and most of the dynamical electron correlation, and an error in the barrier enters the exponent. On the same path the splitting falls to about $3\ \mathrm{cm^{-1}}$ (crossing time about 6 ps) with 6-31G*, and to about $0.7\ \mathrm{cm^{-1}}$ (about 22 ps) with NEVPT2 in that basis. The equivalent hydrogen path grows to about 1.0–1.1 Å. The rate over the top at 100 K falls far more, to about $20\ \mathrm{s^{-1}}$ and $2\times10^{-3}\ \mathrm{s^{-1}}$, so the comparison with tunnelling keeps its sense. The remaining errors of the curve are smaller. Letting $s$ relax at the square would lower the barrier by $60\ \mathrm{cm^{-1}}$, about 3% of its height. The other vibrations are left out. The potential curve is a polynomial through seven computed points, and at one further test point it is off by $18\ \mathrm{cm^{-1}}$, about 1% of the barrier. The numerical check checks the scaling, the 6-31G potential curve and the crossing time on that curve numerically.

**Q:** So may I now expect carbon to tunnel everywhere?

**A:** No. Keep the same barrier height and double the distance between the wells of cyclobutadiene. In this model the splitting falls to $0.014\ \mathrm{cm^{-1}}$, some 660 times smaller. Because $m$ and $a$ enter as $ma^2$, doubling the path does the same damage as quadrupling every mass. Before ruling tunnelling in or out, ask how far all the moving atoms must go and how high the barrier is, as well as how heavy they are.

## Table of computed values

```
MODEL BARRIER V0 sech^2(x/a)
height V0 = 3000 cm^-1, energy E = 750 cm^-1
length a = 0.250 A, reduced length a/sqrt(12) = 0.0722 A
distance between turning points, a: 0.658 A
distance between turning points, reduced: 0.190 A
1 u, a: theta = 5.239, exp(-2 theta) = 2.817e-05, transmission = 3.569e-05
12 u, a: theta = 18.147, exp(-2 theta) = 1.728e-16, transmission = 1.849e-16
12 u, a/sqrt(12): theta = 5.239, exp(-2 theta) = 2.817e-05, transmission = 3.569e-05
1 u, a/2, 4 V0, 4 E: theta = 5.239, exp(-2 theta) = 2.817e-05, transmission = 3.569e-05
CYCLOBUTADIENE, CASSCF(4,4)/6-31G
mean side s = 1.4619 A, half-difference d0 = 0.0937 A
long side = 1.556 A, short side = 1.368 A
barrier = 1748 cm^-1 = 20.9 kJ/mol
relaxed mean side of the square = 1.4523 A
lowering of the barrier by that relaxation = 59.8 cm^-1
error of the curve at an unused point = 18.29 cm^-1
mass of H = 1.0078 u, of CH = 13.0078 u, for d = 26.0157 u
displacement of each CH unit = 0.133 A
mass-weighted path length = 0.956 A u^(1/2)
equivalent path of one H atom = 0.952 A
harmonic quantum of one well = 1126 cm^-1
lowest levels = 537.50 and 546.81 cm^-1, mean = 542.15 cm^-1
inner turning points at d = +/- 0.0580 A
theta at the mean ground level = 3.733
splitting = 9.314 cm^-1
crossing time h/(2 splitting) = 1.79 ps
packet on the right: start 0.0000, after crossing 0.998
temperature = 100 K, kB T = 69.50 cm^-1
rate above the barrier = 6.13e+04 s^-1
mean waiting time above the barrier = 1.63e-05 s
all carbon as 13 u: splitting = 7.267 cm^-1, ratio = 0.780, theta = 3.945
all H as D: splitting = 7.256 cm^-1, ratio = 0.779, theta = 3.946
path doubled at equal height: splitting = 1.42e-02 cm^-1
reduction by doubling the path = 656 times
```
